# Absorption Onsets Are Not Targets for Hybrid-Functional Gaps

The orbital-energy gap of a hybrid functional, calculated with the nuclei held fixed, should be compared with the static fundamental gap $E_s$. The absorption onset $\Omega$ is a different energy. At zero temperature the two are related by

$$E_s=\Omega+B-\Delta_g ,$$

where $B$ is the exciton binding energy and $\Delta_g$ is the change of the fundamental gap when the nuclei are allowed to move. I call $\Delta_g$ the zero-point shift, although it also includes any relaxation of the lattice around the added charges. In the model worked out below, the onset lies 1.02 eV under $E_s$, and a hybrid fitted to the onset receives about half the exchange it needs.

If both are read where no vibration is left excited, a measured onset and a measured fundamental gap differ by the exciton binding $B$, taken with moving nuclei. Zero-point motion is present in both, so neither is the static target.

## The belief and its appeal

The belief runs as follows. An insulator starts to absorb light when a photon can lift an electron across the gap. A hybrid functional has an adjustable fraction of Fock exchange, and its gap grows with that fraction. One should therefore choose the fraction that puts the calculated gap at the measured onset.

The argument has a sound core. If electron and hole hardly attract each other and the nuclei hardly matter, $B$ and $\Delta_g$ are small and the three energies nearly coincide. The fit also looks successful whenever the onset lies in the range of gaps that the fraction can reach, because one parameter can meet one number. The fault is that absorption leaves the electron and the hole in the same crystal, whereas a fundamental gap refers to adding an electron and removing one in separate experiments.

## Three energies

Let $E(M)$ be the lowest energy of $M$ electrons with the nuclei clamped where the neutral system, with $N$ electrons, has its minimum. The static fundamental gap is

$$E_s=[E(N+1)-E(N)]-[E(N)-E(N-1)]=E(N+1)+E(N-1)-2E(N).$$

If the nuclei move quantum mechanically, each of these energies changes. The same combination of the changed energies defines

$$E_0=E_s+\Delta_g .$$

The onset $\Omega$ is the lowest excitation energy of the neutral system with moving nuclei. I assume that this state absorbs light and that the onset is read at its zero-phonon line, where no vibration is left excited. The binding energy is the distance from this state to the separated pair, $B=E_0-\Omega$. Inserting $E_0=\Omega+B$ into $E_s=E_0-\Delta_g$ gives the relation at the top.

So far this is bookkeeping. The physical questions are whether a hybrid gap really belongs with $E_s$, and whether $B$ and $\Delta_g$ may be calculated separately. A small model lets both be examined.

## A model insulator

Take a ring of $L$ sites with one valence orbital (operator $d_i$) and one conduction orbital (operator $c_i$) per site, and $N=L$ spinless electrons:

$$H=\sum_i\left[D\,c_i^\dagger c_i-t_e(c_i^\dagger c_{i+1}+\text{h.c.})+t_h(d_i^\dagger d_{i+1}+\text{h.c.})+W\,c_i^\dagger c_i\,d_i^\dagger d_i\right].$$

Here $D$ separates the band centres and $W$ is the screened repulsion on a site. I write $W=v/\varepsilon$, with $v$ the bare repulsion and $\varepsilon$ a given screening constant. The number of electrons in each band is conserved.

For large enough $D$ the neutral ground state has a full valence band. Its energy is $\sum_k 2t_h\cos k=0$. An added electron meets one valence electron on every site, so its energy is $D+W-2t_e\cos k$, lowest at $k=0$. The cheapest removal takes the valence electron of highest energy, $2t_h$. Thus $E(N+1)=D+W-2t_e$ and $E(N-1)=-2t_h$, and

$$E_s=D+W-2T,\qquad T=t_e+t_h .$$

## What the hybrid gap contains

In the hybrid calculation the bare interaction is $\tfrac12 v\sum_i n_i(n_i-1)$, where $n_i$ counts both orbitals of site $i$. Let $\rho_{i\alpha,i\beta}$ be the density matrix between orbitals $\alpha,\beta$ of one site. With a fraction $a$ of Fock exchange, the mean-field potential on a site is

$$F_{i\alpha,i\beta}=\left[v n_i+(1-a)v_x(n_i)\right]\delta_{\alpha\beta}-a v\,\rho_{i\alpha,i\beta},$$

added to the one-electron terms. The first part is the Hartree potential, and $v_x$ is a local exchange potential that depends on the site density. Both act equally on the two orbitals and drop out of the gap. In the insulating state $\rho$ is 1 for the valence orbital and 0 for the conduction orbital. Fock exchange therefore lowers the valence band by $av$ and leaves the conduction band alone:

$$E_{\rm hyb}(a)=D+av-2T .$$

Comparison with $E_s$ gives $av=W$, hence $a=1/\varepsilon$. The simplicity of this result belongs to the model, in which screening is one number. In a real solid it depends on distance and frequency, and a single fraction is an approximation.

Nothing in $E_{\rm hyb}$ describes an electron attracted to a hole. The conduction level is the energy of an electron added to a full valence band. There is also a total-energy reason for assigning this gap to electron addition and removal. If an orbital is filled gradually, with occupation $f$ from 0 to 1 and the other orbitals relaxed, then $dE/df$ is its orbital energy, so that

$$E(N+1)-E(N)=\int_0^1\epsilon(f)\,df .$$

For an orbital spread over the ring, the density on each site changes by only $f/L$. With a smooth functional, $\epsilon(f)$ then changes by an amount of order $1/L$, and the integral tends to the orbital energy of the neutral system. The same holds for removal. The orbital gap thus becomes the hybrid's own fundamental gap in a large crystal. The argument fails for a small molecule, or when the added carrier localizes. In this model the total-energy gap exceeds the orbital gap by about $(1-a)[v+v_x'(1)]/L$. For $v_x=-vn^{1/3}$, $a=0.5$, $v=4$ eV and six sites this is 0.22 eV, so the small ring used below is not yet in the limit; there the orbital gap stands for its large-crystal value, which does not depend on $L$.

## Where the attraction appears

Now excite the neutral model. Let $\Psi_{ij}$ be the amplitude for the electron on site $i$ and the hole on site $j$. When the two share a site, the valence electron that would repel the conduction electron is missing, so the energy is lower by $W$. For the hole, $d_i^\dagger d_j=-d_jd_i^\dagger$ for $i\ne j$ turns the hopping $+t_h$ of valence electrons into $-t_h$. At zero total momentum $\Psi_{ij}$ depends on $r=i-j$ alone, and electron and hole steps both change $r$ by one:

$$-T[\varphi(r+1)+\varphi(r-1)]+(D+W)\varphi(r)-W\delta_{r0}\varphi(0)=E\varphi(r).$$

On a long ring try $\varphi(r)=e^{-\kappa|r|}$. For $r\ne0$ the equation gives $E=D+W-2T\cosh\kappa$. At $r=0$ it requires

$$2Te^{-\kappa}+W=2T\cosh\kappa\quad\Rightarrow\quad W=2T\sinh\kappa ,$$

because $\cosh\kappa-e^{-\kappa}=\sinh\kappa$. The clamped-nuclei binding is therefore

$$B_s=E_s-E=2T(\cosh\kappa-1)=\sqrt{W^2+4T^2}-2T .$$

For $W\ll T$ it is $W^2/4T$, and the onset is close to the gap. For $W\gg T$ it approaches $W-2T$, and the belief fails badly. On a ring of $L$ sites the decaying function is replaced by $\cosh[\kappa(L/2-r)]$ for $0\le r\le L$. The condition at $r=0$ becomes $W=2T\sinh\kappa\tanh(\kappa L/2)$, while $B_s=2T(\cosh\kappa-1)$ is unchanged. Since the hyperbolic tangent is below one, $\kappa$ and the binding are larger than on a long ring. The relative difference is small when $\kappa L\gg1$, but large for a weakly bound pair that spreads over the whole ring.

A hybrid can describe this attraction, but in its linear response. Let the density matrix acquire a small part $X_{ij}$ between conduction orbital $i$ and valence orbital $j$. Such a part changes no site density, because $n_i$ has no cross term between the orbitals. The Hartree and local exchange potentials stay as they were. The Fock term changes by $-avX_{ii}$ on site $i$. The equation for $X$ is consequently the pair equation above with $W$ replaced by $av$, in the level spacing as well as in the attraction. The conjugate amplitude does not enter, so the Tamm–Dancoff form, which omits it, is no further approximation here. At $a=1/\varepsilon$ one and the same hybrid gives $E_s$ as its orbital gap and the correct clamped-nuclei onset as its response.

## Zero-point motion

Give each site an oscillator of quantum $\omega$ (with $\hbar=1$) that couples linearly to the added charge $Q_i$ on that site:

$$H_{\rm vib}=\omega\sum_i b_i^\dagger b_i+\sqrt{\lambda\omega}\sum_i Q_i(b_i+b_i^\dagger).$$

The electron contributes $+1$ to $Q_i$ and the hole $-1$. This on-site form imitates the opposite signs of polar coupling. In a real crystal that coupling is long-ranged, and short-range deformation coupling need not cancel between electron and hole, so the degree of cancellation found below belongs to the model. For a carrier fixed on one site, completing the square gives the energy $-(\sqrt{\lambda\omega})^2/\omega=-\lambda$, so $\lambda$ is the relaxation energy. The neutral ground state has $Q_i=0$ and is not shifted.

For a moving carrier or pair, let $|0\rangle$ and $|n\rangle$ be electronic states with energies $\mathcal E_0$ and $\mathcal E_n$. The coupling changes the number of quanta by one, so its first-order energy vanishes. In second order the intermediate state has one quantum:

$$\Delta=-\lambda\omega\sum_i\sum_n\frac{|\langle n|Q_i|0\rangle|^2}{\omega+\mathcal E_n-\mathcal E_0}.$$

Every term is negative, so at this order the coupling lowers the energy of each carrier and $\Delta_g=\Delta_e+\Delta_h<0$. Quadratic coupling, the Debye–Waller contribution, is absent from the model and can have either sign.

A single carrier with hopping $t$ has $|\langle k|Q_i|0\rangle|^2=1/L^2$ for each site. Summing over sites gives

$$\Delta=-\frac{\lambda\omega}{L}\sum_k\frac{1}{\omega+2t(1-\cos k)}\;\longrightarrow\;-\frac{\lambda\omega}{\sqrt{\omega^2+4t\omega}}\quad(L\to\infty).$$

The exciton behaves differently. With electron and hole on one site the charges cancel, and no oscillator is pushed. Let $p$ be the probability of this arrangement. Summing the numerators over all $n$ by completeness gives

$$\sum_i\langle0|Q_i^2|0\rangle=2(1-p),$$

against 2 for two separate carriers. On a long ring $p=1/\sum_r e^{-2\kappa|r|}=\tanh\kappa$, which is near one for a tightly bound pair.

The denominators can reduce the shift further. Suppose $t_e=t_h$. The pair Hamiltonian is then symmetric under exchange of the two positions, and so is its ground state, while $Q_i$ is antisymmetric. The intermediate states must be antisymmetric. They vanish at contact, do not feel the attraction, and lie at least $B_s$ above the exciton. Hence, in second order,

$$|\Delta_X|\le\frac{2\lambda\omega(1-p)}{\omega+B_s}\qquad(t_e=t_h),$$

where $\Delta_X$ is the exciton's own zero-point shift. For unequal hoppings this is a guide, not a bound.

The onset is $\Omega=E_s-B_s+\Delta_X$. Subtracting it from $E_0=E_s+\Delta_g$ gives

$$B=B_s+\Delta_g-\Delta_X .$$

The two corrections are therefore not independent. Someone who adds the clamped-nuclei binding to the onset and then removes the free-carrier shift obtains

$$\Omega+B_s-\Delta_g=E_s+(\Delta_X-\Delta_g),$$

which is too high whenever the exciton is lowered less than the separate carriers. The error disappears when $\Delta_X=\Delta_g$. This limit is approached on a long ring as $W\to0$, where the pair separates and its charges no longer cancel.

## The numbers

Take six sites and round parameters: $D=10$, $t_e=0.5$, $t_h=0.25$, $v=4$, $\omega=0.2$ and $\lambda=0.3$, all in eV, with $\varepsilon=2$. Then $W=2$ eV and $T=0.75$ eV. The static gap is

$$E_s=10+2-1.5=10.5\ \text{eV}.$$

The long-ring binding is $\sqrt{4+2.25}-1.5=1.0$ eV. Diagonalizing the six-site Hamiltonian gives $B_s=1.004$ eV and a clamped-nuclei onset of 9.496 eV.

The zero-point shifts follow from diagonalizing the electronic and vibrational problem together, with at most eight quanta in all. The electron is shifted by $-0.098$ eV and the hole by $-0.132$ eV, so $\Delta_g=-0.230$ eV. Of this, $-0.100$ eV is static relaxation: a carrier spread evenly over six sites displaces every oscillator a little, which lowers its energy by $\lambda/6=0.05$ eV even if the nuclei are classical. For an even spread over $L$ sites this static share is $\lambda/L$ per carrier, so the split into static and quantum parts depends on the ring. The total hardly does: twelve sites give $\Delta_g\approx-0.225$ eV and $E_s-\Omega\approx1.01$ eV. The exciton is shifted by only $-0.012$ eV. The second-order formula gives $-0.219$ eV for the free carriers and $-0.011$ eV for the exciton, so it already accounts for most of both shifts. If the two carriers had equal charges but kept their attraction, it would give $-0.615$ eV. Second order is no longer accurate in that case, and diagonalization puts the shift below $-0.88$ eV. The opposite signs are thus essential to the small exciton shift. The attraction matters too, because it keeps the two charges on the same site, where they cancel.

With moving nuclei the energies are

$$E_0=10.500-0.230=10.270\ \text{eV},\qquad \Omega=9.483\ \text{eV},$$

and $B=10.270-9.483=0.787$ eV, which is less than $B_s$. The zero-phonon line carries 0.78 of the absorption strength if light creates the pair on one site, so the onset is a bright state. The full distance from the onset to the static gap is

$$E_s-\Omega=0.787+0.230=1.017\ \text{eV}.$$

The mixed recipe gives $9.483+1.004+0.230=10.717$ eV, which is 0.217 eV above $E_s$. Nearly the whole zero-point correction has been counted twice: once in $\Delta_g$, and once by using a binding energy from which it had not been taken.

Now fit the hybrid. Its gap is $8.5+4a$ in eV, so a target $G$ requires $a=(G-8.5)/4$ with $G$ in eV:

| Target | $G$ (eV) | Fitted $a$ |
|---|---:|---:|
| Absorption onset $\Omega$ | 9.483 | 0.246 |
| Gap with zero-point motion $E_0$ | 10.270 | 0.443 |
| Static gap $E_s$ | 10.500 | 0.500 |

Only the last row recovers $1/\varepsilon$. Removing the exciton binding repairs most of the error in this example, and removing the zero-point shift repairs the rest.

The fit to the onset has a second consequence. Its orbital gap equals $\Omega$ by construction, but its response still contains the attraction $av$, which binds a pair below that gap. The response onset for $a=0.246$ is 9.166 eV, about 0.32 eV below the onset to which the hybrid was fitted. A binding has been subtracted twice. The fit has already removed $B$ together with the zero-point shift, and the response removes a further 0.32 eV, the smaller binding produced by the weakened attraction $av$. This weakly bound pair feels the size of the ring: on a long ring the same $av$ binds by 0.29 eV. With $a=0.5$ the response onset is 9.496 eV, and the remaining difference of about 0.01 eV from $\Omega$ is the exciton's zero-point shift.

## Reading a pair of measured energies

Assume, purely for illustration, an insulator with an exciton peak at 12.6 eV and a fundamental gap of 14.2 eV. The difference is

$$14.2-12.6=1.6\ \text{eV}.$$

If 14.2 eV is the gap $E_0$ of the real, vibrating crystal and 12.6 eV is the onset $\Omega$, this is the exciton binding energy $B$. Strictly, the lower figure refers to an exciton peak, which coincides with the onset as defined here only if the zero-phonon line dominates. The same care applies to the gap: if it is read between the maxima of broad spectra for removing and adding an electron, those maxima may include excited vibrations and need not give $E_0$.

The static gap is $14.2\ \text{eV}-\Delta_g$. For trial shifts of $-0.5$ and $-1.0$ eV it would be 14.7 and 15.2 eV. These shifts are assumed, not calculated. They show that a hybrid gap of 14.2 eV at fixed nuclei would still be too small if $\Delta_g$ is negative, and that a gap of 12.6 eV would be too small by more than the exciton binding.

The relation needs care in other situations. If the lowest exciton is dark, the visible onset lies above it, and the binding must be that of the state actually seen. If the lowest gap is indirect, a direct absorption line must be compared with the direct gap. At finite temperature the thermal shift must be removed together with the zero-point shift. If the excited crystal relaxes strongly, the zero-phonon line may be too weak to observe, and the absorption maximum is then another quantity. In each case the remedy is to state which energy was measured, and to calculate that energy or correct it to $E_s$ before judging the hybrid.
